# Apparent Vaporisation Enthalpy of a Liquid with Monomer and Dimer Vapour

## A vapour made of dimers alone

Take a liquid with formula unit A whose vapour consists entirely of dimers A$_2$. Vaporisation is the reaction $2\mathrm{A(l)}\to\mathrm{A_2(g)}$, with enthalpy $\Delta H_2$ per mole of dimer. If the vapour is ideal and the liquid volume is negligible, the Clapeyron equation for one mole of dimer reads

$$\frac{dP}{dT}=\frac{\Delta H_2}{T\,(RT/P)},\qquad\text{so}\qquad -R\,\frac{d\ln P}{d(1/T)}=RT^2\frac{d\ln P}{dT}=\Delta H_2 .$$

The volume $RT/P$ belongs to one mole of gas molecules, whatever those molecules contain. The slope of $\ln P$ therefore gives the enthalpy per mole of dimer. Evaporating one mole of A takes half as much heat, $\Delta H_2/2$, because one mole of A makes half a mole of vapour molecules.

When monomers are present as well, the slope must lie between the monomer and dimer values. The theorem says where.

## Setting and theorem

The liquid is pure and in equilibrium with monomer at partial pressure $p_1$ and dimer at partial pressure $p_2$. Let

$$P=p_1+p_2,\qquad w_i=\frac{p_i}{P},\qquad \bar n=w_1+2w_2 .$$

In an ideal gas mixture $w_i$ is the mole fraction of species $i$, so $\bar n$ is the mean number of formula units per vapour molecule. The index $i=1,2$ also counts the formula units in the species.

Let $h_i$ be the molar enthalpy of gas species $i$, and let $h_L$ and $v$ be the enthalpy and volume of the liquid per mole of A. The vaporisation enthalpies are

$$\Delta H_i=h_i-i\,h_L .$$

Thus $\Delta H_1$ is per mole of monomer and $\Delta H_2$ is per mole of dimer molecules. The apparent enthalpy is defined along the saturation line by

$$H_{\rm app}=-R\,\frac{d\ln P}{d(1/T)}=RT^2\,\frac{d\ln P}{dT},$$

where the second form follows from $d(1/T)=-dT/T^2$.

**Theorem.** If the vapour is a mixture of ideal gases containing no foreign gas, and the liquid volume is negligible beside that of the vapour, then

$$H_{\rm app}=\frac{p_1\Delta H_1+p_2\Delta H_2}{p_1+p_2}.$$

The enthalpies may depend on temperature; the equation holds at each temperature with their values there. The liquid may itself be associated, since only its chemical potential per formula unit enters.

## Lemma: the slope of each partial pressure

**Lemma.** Along the saturation line, with the liquid volume retained,

$$R\,d\ln p_i=\frac{\Delta H_i}{T^2}\,dT+\frac{i\,v}{T}\,dP .$$

*Proof.* Species $i$ forms from $i$ formula units of liquid, so equilibrium requires $\mu_i=i\,\mu_L(T,P)$. For an ideal gas mixture, $\mu_i=\mu_i^\circ(T)+RT\ln(p_i/p^\circ)$, where $p^\circ$ is a fixed standard pressure. Dividing the equilibrium condition by $T$ gives

$$\frac{\mu_i^\circ}{T}+R\ln\frac{p_i}{p^\circ}=i\,\frac{\mu_L}{T}.$$

The Gibbs–Helmholtz relation supplies the temperature derivatives, and $(\partial\mu_L/\partial P)_T=v$ supplies the pressure derivative:

$$\frac{d}{dT}\frac{\mu_i^\circ}{T}=-\frac{h_i}{T^2},\qquad d\,\frac{\mu_L}{T}=-\frac{h_L}{T^2}\,dT+\frac{v}{T}\,dP .$$

The differential of the equilibrium condition is therefore

$$-\frac{h_i}{T^2}\,dT+R\,d\ln p_i=-\frac{i\,h_L}{T^2}\,dT+\frac{i\,v}{T}\,dP .$$

Moving the first term to the right produces $h_i-i\,h_L=\Delta H_i$, which is the claim. ∎

The two conditions $\mu_1=\mu_L$ and $\mu_2=2\mu_L$ also give $2\mu_1=\mu_2$. Equilibrium between monomer and dimer in the gas is thus already included.

## Proof of the theorem

The total pressure is a sum, so its logarithmic differential is

$$d\ln P=\frac{dp_1+dp_2}{P}=\frac{p_1}{P}\frac{dp_1}{p_1}+\frac{p_2}{P}\frac{dp_2}{p_2}=w_1\,d\ln p_1+w_2\,d\ln p_2 .$$

This is the origin of the partial-pressure weights. Inserting the lemma, and using $w_1+2w_2=\bar n$ and $dP=P\,d\ln P$, gives

$$R\,d\ln P=\frac{w_1\Delta H_1+w_2\Delta H_2}{T^2}\,dT+\frac{\bar n vP}{T}\,d\ln P .$$

Multiply by $T^2/dT$ and recognise $H_{\rm app}=RT^2\,d\ln P/dT$. The last term becomes $\bar n vPT\,d\ln P/dT=(\bar n vP/RT)\,H_{\rm app}$. Hence

$$H_{\rm app}\left(1-\frac{\bar n vP}{RT}\right)=w_1\Delta H_1+w_2\Delta H_2 .$$

The subtracted ratio is the volume of liquid consumed divided by the volume of vapour formed. Neglecting it proves the theorem. ∎

**Remark on larger clusters.** The lemma holds for any whole number $i$. If trimers or larger clusters are present, the same proof applies with the sums extended over them.

## Heat per mole of liquid

**Proposition.** The heat absorbed per mole of A evaporated at constant temperature and pressure is

$$H_{\rm cal}=\frac{w_1\Delta H_1+w_2\Delta H_2}{\bar n},$$

and for negligible liquid volume $H_{\rm app}=\bar n\,H_{\rm cal}$.

*Proof.* Form one mole of vapour molecules at the equilibrium composition. This makes $w_1$ moles of monomer and $w_2$ moles of dimer, and consumes $\bar n$ moles of A. At constant pressure the heat equals the enthalpy change,

$$w_1h_1+w_2h_2-(w_1+2w_2)h_L=w_1(h_1-h_L)+w_2(h_2-2h_L)=w_1\Delta H_1+w_2\Delta H_2 .$$

Dividing by $\bar n$ gives the heat per mole of A. Comparison with the theorem gives the second statement. ∎

The apparent enthalpy is therefore a real heat, referred to one mole of vapour molecules. The Clapeyron equation agrees. For that amount of vapour the volume change is $RT/P-\bar n v$, so

$$\frac{dP}{dT}=\frac{w_1\Delta H_1+w_2\Delta H_2}{T\,(RT/P-\bar n v)},$$

and multiplication by $RT^2/P$ reproduces the result with liquid volume.

The proposition also provides a measurement of association. If $H_{\rm app}$ comes from pressures and $H_{\rm cal}$ from a calorimeter at the same temperature, with the vapour leaving at its saturation pressure and equilibrium composition, then $\bar n=H_{\rm app}/H_{\rm cal}$. If the vapour leaves at a lower pressure, more dimers dissociate, the measured heat is larger and the inferred $\bar n$ is too small. When only monomers and dimers are present, $w_1=1-w_2$, so $\bar n=1+w_2$ and the dimer fraction is $w_2=\bar n-1$.

## Which species gains on heating

Let $D$ be the enthalpy of $\mathrm{A_2(g)}\to2\mathrm{A(g)}$, so that $D=2h_1-h_2$. Then

$$\Delta H_2=h_2-2h_L=(2h_1-D)-2h_L=2\Delta H_1-D .$$

From here on the liquid volume is neglected. The lemma and the theorem give

$$\frac{dw_i}{dT}=w_i\left(\frac{d\ln p_i}{dT}-\frac{d\ln P}{dT}\right)=\frac{w_i(\Delta H_i-H_{\rm app})}{RT^2}.$$

Because $w_1+w_2=1$,

$$\Delta H_1-H_{\rm app}=w_2(\Delta H_1-\Delta H_2),\qquad \Delta H_2-H_{\rm app}=-w_1(\Delta H_1-\Delta H_2).$$

With both species present, the monomer fraction rises with temperature if and only if $\Delta H_1>\Delta H_2$. Since $\Delta H_1-\Delta H_2=D-\Delta H_1$, this means $D>\Delta H_1$.

The condition is not simply that heating breaks dimers. Along the saturation line the pressure rises too, and higher pressure favours dimers. Dissociation wins if breaking a dimer costs more enthalpy than evaporating a monomer.

## Curvature of the vapour-pressure plot

Differentiating $H_{\rm app}=w_1\Delta H_1+w_2\Delta H_2$ gives one contribution from the enthalpies and one from the composition. With $\Delta C_{p,i}=d\Delta H_i/dT$,

$$\frac{dH_{\rm app}}{dT}=\sum_i w_i\,\Delta C_{p,i}+\sum_i\Delta H_i\frac{dw_i}{dT}.$$

The preceding formulas turn the second sum into

$$\frac{w_1w_2(\Delta H_1-\Delta H_2)}{RT^2}\,(\Delta H_1-\Delta H_2)=\frac{w_1w_2(\Delta H_1-\Delta H_2)^2}{RT^2}.$$

This term cannot be negative: warming shifts the vapour towards the species with the larger vaporisation enthalpy. The heat-capacity term is negative when the liquid has a larger heat capacity than the vapour formed from it, with the vapour's heat capacity taken at fixed composition and so without the heat of further dissociation. The two can then partly cancel, so a nearly straight plot of $\ln P$ against $1/T$ does not show that the vapour has a single species.

## Worked example: a formic acid source

Formic acid, HCOOH, forms hydrogen-bonded dimers in its vapour. The following are rough typical values at 298.15 K:

- $p_1=10$ Torr and $p_2=30$ Torr;
- $\Delta H_1=46$ kJ/mol and $D=60$ kJ/mol;
- heat capacities of 100, 45 and 100 J/(mol K) for liquid, monomer gas and dimer gas, held constant.

The dimer enthalpy is $\Delta H_2=2(46)-60=32$ kJ/mol. The weights are $w_1=10/40=0.25$ and $w_2=0.75$, so

$$H_{\rm app}=0.25(46)+0.75(32)=35.5\ \text{kJ/mol}.$$

As an independent numerical test, the Helmholtz energy of a sealed vessel containing liquid, monomer and dimer was made stationary, with zero liquid volume. The slope of $\ln P$ computed from that equilibrium was 35.500 kJ/mol.

Two other averages give different values. Counting the dimer enthalpy per mole of HCOOH gives $0.25(46)+0.75(16)=23.5$ kJ/mol. Weighting by formula units gives $[10(46)+60(32)]/70=34.0$ kJ/mol. Neither is the slope.

Here $\bar n=0.25+2(0.75)=1.75$, and the heat per mole of HCOOH is

$$H_{\rm cal}=35.5/1.75=20.3\ \text{kJ/mol}.$$

**Warming the source.** Since $D>\Delta H_1$, the monomer fraction should rise. It goes from 0.216 at 288.15 K to 0.325 at 318.15 K, while the total pressure rises from 24.3 to 97.6 Torr. Yet $H_{\rm app}$ falls from 35.9 to 34.8 kJ/mol. The two parts of its temperature derivative at 298.15 K explain this:

$$0.25(45-100)+0.75(100-200)=-88.75\ \text{J/(mol K)}$$

from heat capacities, and $+49.7$ J/(mol K) from composition. Their sum is $-39.0$ J/(mol K).

At 318.15 K, 20 K above the reference, the enthalpies have become $\Delta H_1=46-1.1=44.9$ kJ/mol and $\Delta H_2=32-2=30$ kJ/mol. The theorem then gives $0.3247(44.9)+0.6753(30)=34.8$ kJ/mol, as found. Holding both enthalpies at their 298.15 K values would give 36.5 kJ/mol and a pressure 2.1% too high, relative to the model with heat capacities.

A straight line fitted to $\ln P$ at seven equally spaced temperatures from 288.15 to 318.15 K gives 35.3 kJ/mol. Its largest pressure misfit is 0.3%, although the composition changes appreciably. Most of this straightness comes from the narrow range: with constant enthalpies, where only the composition term acts and nothing cancels it, the misfit is still just 0.4%.

**Heating the source.** Suppose 1 mmol/min of HCOOH, counted as formula units, leaves at the equilibrium composition and 298.15 K. The required power is

$$\frac{10^{-3}\ \text{mol}}{60\ \text{s}}\times20.3\times10^3\ \frac{\text{J}}{\text{mol}}=0.338\ \text{W}.$$

Multiplying the same flow by $H_{\rm app}$ gives 0.592 W, which is 75% too large. If the flow is instead counted in vapour molecules, it is $1/1.75=0.571$ mmol/min, and multiplying by 35.5 kJ/mol correctly returns 0.338 W.

Without heating, 2 mol of liquid would initially cool at $0.338\times60/(2\times100)=0.10$ K/min, if the container's heat capacity and heat leaks are ignored. The vapour pressure changes by 4.8% per kelvin, so it would initially fall by about 0.5% per minute.

If the dimers later dissociate completely at low pressure, further heat is needed downstream. At the same temperature it is $\Delta H_1-H_{\rm cal}=46-20.3=25.7$ kJ per mole of HCOOH, more than the source itself supplied.

## A weakly bound dimer at high pressure

A second set of model parameters reverses the composition trend and makes the liquid volume visible. At 298.15 K take $p_1=200$ kPa, $p_2=50$ kPa, $\Delta H_1=30$ kJ/mol, $\Delta H_2=48$ kJ/mol and $v=60$ cm³/mol. These pressures and enthalpies are the values before the small liquid-volume correction, which raises the pressures and, for an incompressible liquid, lowers each $\Delta H_i$ by $iPv$, about 15 J per formula unit. Now $D=2(30)-48=12$ kJ/mol, which is less than $\Delta H_1$, and the dimer fraction rises on heating. The sealed-vessel calculation confirms this direction.

That calculation gives a total pressure of 251.8 kPa. With $\bar n\approx1.2$, the volume ratio is

$$\frac{\bar n vP}{RT}\approx\frac{1.2(60\times10^{-6})(251.8\times10^3)}{8.314(298.15)}=0.0073 .$$

The apparent enthalpy should therefore exceed the weighted mean by a factor $1/(1-0.0073)$, or about 0.7%. The computed excess over the mean formed with the corrected enthalpies is 0.74%; over the mean of 30 and 48 kJ/mol it is 0.68%.

This case isolates the liquid-volume term by keeping the vapour ideal. In a real vapour at such a pressure, non-ideality can matter more. With zero liquid volume, a second virial coefficient of $-500$ cm³/mol at 298.15 K, common to all pairs and proportional to $T^{-3}$, would raise $H_{\rm app}$ by about 4%.

## Conditions in a real source

Formic acid serves as a co-reactant in some deposition and etching processes. The example's total pressure of 40 Torr is in the range expected near room temperature, and its 20.3 kJ/mol agrees with a measured heat of vaporisation of roughly 20 kJ per mole of HCOOH. This agreement supports the rough parameters together, not each one separately.

For the example's own numbers, a liquid volume of 38 cm³/mol raises $H_{\rm app}$ by about 5 J/mol. Residual gas non-ideality raises it by about 30 J/mol, if every pair of species has the same second virial coefficient, $-500$ cm³/mol at 298.15 K and proportional to $T^{-3}$. Under that assumption both shifts are below 0.1% of $H_{\rm app}$. Pairs containing dimers are likely to have larger coefficients. With $-500$, $-900$ and $-1500$ cm³/mol for monomer–monomer, monomer–dimer and dimer–dimer pairs, the non-ideality shift is about 60 J/mol, or 0.2%.

Foreign gas can matter more, depending on its amount. Stored formic acid can slowly decompose into gaseous products, and air may remain after filling. If a constant pressure $p_f$ adds to the gauge reading, then

$$RT^2\frac{d\ln(P+p_f)}{dT}=\frac{P}{P+p_f}\,H_{\rm app}.$$

For $p_f=1$ Torr this is $(40/41)(35.5)=34.6$ kJ/mol, a reduction of 2.4%. With $H_{\rm cal}$ unchanged, the inferred association number falls by the same factor, to $(40/41)(1.75)\approx1.71$ instead of 1.75, and the inferred dimer fraction 0.71 instead of 0.75. A foreign-gas pressure that changes with temperature adds its own slope and needs separate treatment.

In a bubbler held at constant total pressure, with an ideal gas phase and a carrier that does not dissolve appreciably in the liquid, the theorem's formula still holds closely. There $P$ is the sum of the precursor's partial pressures, not the total pressure including carrier gas. If the outlet gas is unsaturated, its precursor pressure is no longer the equilibrium pressure to which the theorem applies.

## Numbers as computed

```
INPUTS (rough values typical of formic acid)
reference temperature: 298.15 K
monomer partial pressure p1: 10.0 Torr
dimer partial pressure p2: 30.0 Torr
dH1 per mole monomer: 46.0 kJ/mol
dimer dissociation enthalpy D: 60.0 kJ/mol
heat capacity, liquid: 100 J/(mol K)
heat capacity, monomer gas: 45 J/(mol K)
heat capacity, dimer gas: 100 J/(mol K)
liquid molar volume: 38 cm3/mol
RESULTS AT THE REFERENCE TEMPERATURE
total pressure: 40.0 Torr
monomer weight w1: 0.250
dimer weight w2: 0.750
dH2 per mole dimer: 32.0 kJ/mol
H_app from weighted mean: 35.500 kJ/mol
H_app from slope of ln P, sealed vessel: 35.500 kJ/mol
wrong mean, dimer enthalpy per mole A: 23.500 kJ/mol
wrong mean, formula-unit weights: 34.000 kJ/mol
nbar: 1.750
calorimetric heat per mole A: 20.286 kJ/mol
dH_app/dT, heat-capacity part: -88.75 J/(mol K)
dH_app/dT, composition part: 49.72 J/(mol K)
dH_app/dT, total: -39.03 J/(mol K)
SOURCE TEMPERATURES: T/K, p1/Torr, p2/Torr, P/Torr, w1, H_app/(kJ/mol)
  288.15  5.23  19.03  24.26  0.2156  35.922
  298.15  10.00  30.00  40.00  0.2500  35.500
  318.15  31.67  65.88  97.55  0.3247  34.837
H from straight-line fit, 288.15 to 318.15 K: 35.348 kJ/mol
largest pressure misfit of that line: 0.305 %
SOURCE HEATING
delivery of formula units: 1.0 mmol/min
heating power needed: 0.338 W
power if H_app is used per mole A: 0.592 W
liquid in source: 2 mol
initial cooling rate without heating: 0.101 K/min
relative pressure change per kelvin: 4.80 %/K
NEGLECTED EFFECTS
liquid volume, shift of H_app: 4.5 J/mol
assumed second virial coefficient: -500 cm3/mol (as T^-3)
gas non-ideality, shift of H_app: 27.6 J/mol
1 Torr foreign gas, shift of H_app: -865.9 J/mol
H_app at 318.15 K with constant dH1, dH2: 36.511 kJ/mol
pressure error at 318.15 K from constant dH: 2.14 %
high-pressure test case, total pressure: 251.8 kPa
its liquid-volume effect on H_app: 0.74 %
```
